# When faster polishing removes less: film lift against solid contact: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# RESULT UNDER TEST
# A tilted flat workpiece on a moving pad shares its load P between solid
# contact p_c and film lift p_f.  Removal per time R = k*p_c*V has one maximum
# in speed V; it falls once p_c/p_f < 1 - lam*b, so the film then carries more
# than half the load.
# h: smallest gap; s: gap difference along length L (tilt); K = s/h
# lam: decay length of contact pressure with gap; mu: viscosity
# b = -d ln(lift)/dh at fixed speed; c = p_c/P; k: Preston coefficient
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad, cumulative_trapezoid
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.constants import k as k_boltzmann, e as e_charge

# Inputs: rough typical values for oxide polishing on a polyurethane pad
P, L, mu, lam, s0 = 30e3, 0.10, 2e-3, 5e-6, 15e-6
k_preston, f_solid = 2e-13, 0.4
N_asp, E_asp, r_asp = 2e8, 2e8, 50e-6
p0 = np.sqrt(np.pi) * N_asp * E_asp * np.sqrt(r_asp) * lam**1.5
um, minute = 1e-6, 60.0
to_nm_min = 1e9 * minute

# ---------- closed formulas ----------
def g_film(K):
    return np.log1p(K) - 2 * K / (2 + K)

def lift_formula(h, s=s0):
    return 6 * mu * L / s**2 * g_film(s / h)

def b_formula(h, s=s0):
    K = s / h
    return K**3 / ((1 + K) * (2 + K)**2 * g_film(K)) / h

def contact_formula(h, s=s0):
    return p0 * np.exp(-h / lam) * (1 - np.exp(-s / lam)) * lam / s

def shear_formula(h, V, s=s0):
    K = s / h
    return mu * V / h * (4 * np.log1p(K) / K - 6 / (2 + K))

def peak_formula(s=s0):
    h_rest = lam * np.log(contact_formula(0.0, s) / P)
    def crossing(h):
        c = contact_formula(h, s) / P
        return c - (1 - c) * (1 - lam * b_formula(h, s))
    h = brentq(crossing, h_rest, h_rest + 20 * lam, xtol=1e-15)
    pc = contact_formula(h, s)
    V = (P - pc) / lift_formula(h, s)
    return h, V, k_preston * pc * V

# ---------- direct road: quadrature of local film and contact ----------
nodes, weights = np.polynomial.legendre.leggauss(60)
xi, wq = 0.5 * (nodes + 1), 0.5 * weights

def film_gradient(h, s):
    gap = h + s * (1 - xi)
    gap_m = np.sum(wq / gap**2) / np.sum(wq / gap**3)
    return gap, 6 * mu * (gap - gap_m) / gap**3      # dp/dx per unit speed

def lift_direct(h, s=s0):
    gap, slope = film_gradient(h, s)
    return -L * np.sum(wq * xi * slope)

def contact_direct(h, s=s0):
    return np.sum(wq * p0 * np.exp(-(h + s * (1 - xi)) / lam))

def gap_at(V, s=s0, contact=contact_direct, sign=1):
    balance = lambda h: contact(h, s) + sign * V * lift_direct(h, s) - P
    return brentq(balance, 2e-6, 1e-3, xtol=1e-16, rtol=1e-14)

def removal(V, s=s0, contact=contact_direct, sign=1):
    return k_preston * contact(gap_at(V, s, contact, sign), s) * V

def log_slope(func, V, d=1e-3):
    return np.log(func(V * np.exp(d)) / func(V * np.exp(-d))) / (2 * d)

# Asperity sum: Hertz load and area over exponential heights
def asperity_sum(h):
    u_max = 45.0
    dens = lambda u: np.exp(-(h / lam + u))
    load = quad(lambda u: (u * lam)**1.5 * dens(u), 0, u_max)[0]
    area = quad(lambda u: u * lam * dens(u), 0, u_max)[0]
    return (N_asp * 4 / 3 * E_asp * np.sqrt(r_asp) * load,
            N_asp * np.pi * r_asp * area)
spot_pressures = []
for h in (1e-5, 2e-5, 3e-5):
    load, area = asperity_sum(h)
    assert abs(load / (p0 * np.exp(-h / lam)) - 1) < 1e-6
    spot_pressures.append(load / area)
assert np.ptp(spot_pressures) / spot_pressures[0] < 1e-6

# Film, contact average, shear and decay rate against quadrature
for h in (1e-5, 2.5e-5, 6e-5):
    assert abs(lift_direct(h) / lift_formula(h) - 1) < 1e-8
    assert abs(contact_direct(h) / contact_formula(h) - 1) < 1e-10
    gap, slope = film_gradient(h, s0)
    drag = np.sum(wq * (mu / gap + 0.5 * gap * slope))
    assert abs(drag / shear_formula(h, 1.0) - 1) < 1e-8
    d = 1e-4 * h
    b_num = -np.log(lift_direct(h + d) / lift_direct(h - d)) / (2 * d)
    assert abs(b_num / b_formula(h) - 1) < 1e-5

# Lift as a Laplace transform of a positive function; b must fall with h
for K in (0.3, 0.6, 1.5):
    kernel = lambda t: np.exp(-t * (1 + K / 2)) * (
        2 * np.sinh(t * K / 2) / t - K)
    assert abs(quad(kernel, 0, 60, limit=200, epsabs=1e-13)[0]
               / g_film(K) - 1) < 1e-6
h_grid = np.geomspace(1e-7, 3e-4, 300)
assert np.all(np.diff(b_formula(h_grid)) < 0)

# Logarithmic slope of removal from the load balance
def slope_formula(V):
    h = gap_at(V)
    c, b = contact_formula(h) / P, b_formula(h)
    return 1 - (1 - c) / lam / (c / lam + b * (1 - c))
for V in (0.05, 0.3, 0.8, 2.0):
    assert abs(log_slope(removal, V) - slope_formula(V)) < 1e-4

# Peak: formula against direct maximization, and a single peak for each tilt
h_pk, V_pk, R_pk = peak_formula()
best = minimize_scalar(lambda V: -removal(V), bounds=(0.02, 5),
                       method="bounded", options={"xatol": 1e-8})
assert abs(best.x / V_pk - 1) < 1e-4 and abs(-best.fun / R_pk - 1) < 1e-8
for s in (3e-6, 15e-6, 60e-6):
    rates = np.array([removal(V, s) for V in np.geomspace(1e-3, 20, 70)])
    signs = np.sign(np.diff(rates))
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1
c_pk = contact_formula(h_pk) / P
assert c_pk < 0.5

# Limit 1: contact fading as gap**-1.5, slower than the lift: no fall
h_rest = lam * np.log(contact_formula(0.0) / P)
slow_contact = lambda h, s: P * (h_rest / h)**1.5
slow = [removal(V, s0, slow_contact) for V in np.geomspace(0.01, 20, 40)]
assert np.all(np.diff(slow) > 0)
# Limit 2: reversed tilt, diverging film, suction: faster than linear rise
slope_rev = log_slope(lambda V: removal(V, sign=-1), 0.1)
assert slope_rev > 1

# Stribeck curve and its minimum
def friction(V):
    h = gap_at(V)
    return (f_solid * contact_formula(h) + shear_formula(h, V)) / P
fmin = minimize_scalar(lambda q: friction(np.exp(q)),
                       bounds=(np.log(0.5), np.log(20)), method="bounded")
V_fmin = np.exp(fmin.x)
assert V_fmin > 2 * V_pk
assert friction(V_fmin) < min(friction(0.8 * V_fmin), friction(1.25 * V_fmin))

# Side leakage: two-dimensional Reynolds equation, plate L by width
def lift_2d(h, width=L, nx=40, ny=40, s=s0):
    dx, dy = L / (nx + 1), width / (ny + 1)
    gap = lambda i: h + s * (1 - i / (nx + 1))
    i = np.arange(1, nx + 1)
    west, east = gap(i - 0.5)**3, gap(i + 0.5)**3
    Tx = diags([west[1:], -(west + east), east[:-1]], [-1, 0, 1]) / dx**2
    Dy = diags([np.ones(ny - 1), -2 * np.ones(ny), np.ones(ny - 1)],
               [-1, 0, 1]) / dy**2
    A = (kron(identity(ny), Tx) + kron(Dy, diags(gap(i)**3))).tocsc()
    p = spsolve(A, np.full(nx * ny, -6 * mu * s / L))
    return p.sum() * dx * dy / (L * width)
wide_ratio = lift_2d(h_pk, 20 * L, 40, 60) / lift_formula(h_pk)
assert 0.94 < wide_ratio < 1.0
leak = lift_2d(h_pk) / lift_formula(h_pk)
def removal_2d(h):
    pc = contact_formula(h)
    return k_preston * pc * (P - pc) / lift_2d(h)
sq = minimize_scalar(lambda q: -removal_2d(q * um),
                     bounds=(h_rest / um, 60), method="bounded")
h_sq = sq.x * um
V_sq = (P - contact_formula(h_sq)) / lift_2d(h_sq)
assert h_rest * 1.01 < h_sq < 55 * um

# Other neglected effects
rho, heat_cap_vol, temp = 1000.0, 4.2e6, 298.0       # rough, water-like
visc_per_K, E_act = 0.02, 0.2                        # rough; 1/K and eV
def one_pass_heating(V):
    h = gap_at(V)
    flow_gap = h * (h + s0) / (2 * h + s0)
    return f_solid * contact_formula(h) * L / (heat_cap_vol * flow_gap)
dT1, dT2 = one_pass_heating(V_pk), one_pass_heating(2 * V_pk)
def k_gain(dT):
    return np.exp(E_act * e_charge / k_boltzmann * (1/temp - 1/(temp + dT)))
xf = np.linspace(0, 1, 2001)
gap_f = h_pk + s0 * (1 - xf)
gap_m = 2 * h_pk * (h_pk + s0) / (2 * h_pk + s0)
p_film = cumulative_trapezoid(6 * mu * V_pk * L * (gap_f - gap_m) / gap_f**3,
                              xf, initial=0)
assert abs(p_film[-1]) < 1e-3 * p_film.max()
p_local = (p_film + p0 * np.exp(-gap_f / lam)).max()
pad_thick, pad_modulus = 1.3e-3, 1e8                 # rough
squeeze = p_local * pad_thick / pad_modulus

h2 = gap_at(2 * V_pk)
contact_fall = contact_formula(h_pk) / contact_formula(h2)
R2 = removal(2 * V_pk)
assert contact_fall > 2 and R2 < R_pk

print(f"load pressure {P/1e3:.0f} kPa; length {L*1e3:.0f} mm")
print(f"viscosity {mu*1e3:.1f} mPa s; tilt s {s0/um:.0f} um")
print(f"contact decay length {lam/um:.1f} um")
print(f"Preston coefficient {k_preston:.1e} 1/Pa")
print(f"solid friction coefficient {f_solid:.2f}")
print(f"asperity density {N_asp/1e6:.0f} per mm2")
print(f"asperity modulus {E_asp/1e6:.0f} MPa; radius {r_asp/um:.0f} um")
print(f"contact prefactor p0 {p0/1e6:.3f} MPa")
print(f"tilt factor w {contact_formula(0.0)/p0:.4f}")
print(f"mean pressure in asperity spots {spot_pressures[0]/1e6:.1f} MPa")
print(f"gap at rest {h_rest/um:.2f} um")
print("V m/s | gap um | contact share | nm/min | nm/m | friction")
for V in (0.1, 0.3, 0.6, 1.2, 2.4):
    h = gap_at(V)
    R = removal(V)
    print(f"{V:.1f} | {h/um:.2f} | {contact_formula(h)/P:.4f} | "
          f"{R*to_nm_min:.2f} | {R/V*1e9:.3f} | {friction(V):.4f}")
print("log slope of removal at 0.1, 0.6, 1.2 m/s: "
      + ", ".join(f"{slope_formula(V):.3f}" for V in (0.1, 0.6, 1.2)))
print(f"Preston, full load in contact, 1.2 m/s: "
      f"{k_preston*P*1.2*to_nm_min:.1f} nm/min")
print(f"PEAK speed {V_pk:.4f} m/s; removal {R_pk*to_nm_min:.2f} nm/min")
print(f"peak gap {h_pk/um:.2f} um; K {s0/h_pk:.4f}")
print(f"peak lift per speed {lift_formula(h_pk)/1e3:.2f} kPa per m/s")
print(f"peak shares: contact {c_pk:.4f}, film {1-c_pk:.4f}")
print(f"peak ratio contact/film {c_pk/(1-c_pk):.4f}")
print(f"peak b {b_formula(h_pk)*um:.4f} 1/um; lam*b {lam*b_formula(h_pk):.4f}")
print(f"doubling speed from peak: gap {h2/um:.2f} um")
print(f"  contact falls by factor {contact_fall:.3f}")
print(f"  removal {R2*to_nm_min:.2f} nm/min, ratio {R2/R_pk:.4f}")
print(f"total friction log slope at peak {log_slope(friction, V_pk):.4f}")
print(f"friction minimum {friction(V_fmin):.5f} at {V_fmin:.2f} m/s")
print(f"removal at friction minimum {removal(V_fmin)*to_nm_min:.3f} nm/min")
print(f"slow contact law: removal ratio 20 to 0.01 m/s {slow[-1]/slow[0]:.1f}")
print(f"reversed tilt: log slope at 0.1 m/s {slope_rev:.3f}")
print(f"square plate: lift factor {leak:.3f} at the peak gap")
print(f"square plate: peak speed {V_sq:.3f} m/s, "
      f"removal {-sq.fun*to_nm_min:.1f} nm/min")
for s in (7.5e-6, 30e-6):
    print(f"tilt {s/um:.1f} um: peak speed {peak_formula(s)[1]:.3f} m/s")
print(f"one-pass slurry heating: peak {dT1:.2f} K, double speed {dT2:.2f} K")
print(f"  rough inputs: viscosity -{visc_per_K*100:.0f} %/K, "
      f"activation {E_act:.1f} eV")
print(f"  viscosity drop at peak {100*(1-np.exp(-visc_per_K*dT1)):.1f} %")
print(f"  gain in k: peak {k_gain(dT1):.3f}, double speed {k_gain(dT2):.3f}")
print(f"roughness in film flow, 1.5(lam/h)^2: {1.5*(lam/h_pk)**2:.3f}")
print(f"largest local pressure {p_local/1e3:.1f} kPa")
print(f"pad {pad_thick*1e3:.1f} mm, {pad_modulus/1e6:.0f} MPa: "
      f"compression {squeeze/um:.2f} um")
print(f"inertia/viscous ratio {rho*V_pk*h_pk**2/(mu*L):.1e}")
print(f"film shear stress at peak {shear_formula(h_pk, V_pk):.1f} Pa")
print("tests ok")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 89, in <module>
    assert abs(load / (p0 * np.exp(-h / lam)) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's numerical integration, not in the contact law. The asperity integrals were evaluated in SI units, where the load integral is smaller than the integrator's default absolute error limit of about 1e-8, so the integrator stopped before reaching the required relative accuracy. They are now taken over asperity height in units of the decay length, starting at the gap itself, with a relative error limit only, and the length scale is restored afterwards. The tested quantities, tolerances and all other tests are unchanged.

Diff:

```diff
@@ -76,12 +76,14 @@
     return np.log(func(V * np.exp(d)) / func(V * np.exp(-d))) / (2 * d)
 
-# Asperity sum: Hertz load and area over exponential heights
+# Asperity sum: Hertz load and area over exponential heights.
+# Heights z are in units of lam, so the integrals are not tiny numbers.
 def asperity_sum(h):
-    u_max = 45.0
-    dens = lambda u: np.exp(-(h / lam + u))
-    load = quad(lambda u: (u * lam)**1.5 * dens(u), 0, u_max)[0]
-    area = quad(lambda u: u * lam * dens(u), 0, u_max)[0]
-    return (N_asp * 4 / 3 * E_asp * np.sqrt(r_asp) * load,
-            N_asp * np.pi * r_asp * area)
+    z_gap = h / lam
+    integral = lambda power: quad(
+        lambda z: (z - z_gap)**power * np.exp(-z), z_gap, z_gap + 45,
+        epsabs=0, epsrel=1e-10, limit=200)[0]
+    load = N_asp * 4 / 3 * E_asp * np.sqrt(r_asp) * lam**1.5 * integral(1.5)
+    area = N_asp * np.pi * r_asp * lam * integral(1.0)
+    return load, area
 spot_pressures = []
 for h in (1e-5, 2e-5, 3e-5):
```

The mended program passes:

```
load pressure 30 kPa; length 100 mm
viscosity 2.0 mPa s; tilt s 15 um
contact decay length 5.0 um
Preston coefficient 2.0e-13 1/Pa
solid friction coefficient 0.40
asperity density 200 per mm2
asperity modulus 200 MPa; radius 50 um
contact prefactor p0 5.605 MPa
tilt factor w 0.3167
mean pressure in asperity spots 35.7 MPa
gap at rest 20.40 um
V m/s | gap um | contact share | nm/min | nm/m | friction
0.1 | 21.59 | 0.7884 | 28.38 | 4.730 | 0.3156
0.3 | 23.89 | 0.4978 | 53.76 | 2.987 | 0.1998
0.6 | 27.16 | 0.2587 | 55.88 | 1.552 | 0.1047
1.2 | 33.03 | 0.0800 | 34.55 | 0.480 | 0.0341
2.4 | 42.26 | 0.0126 | 10.91 | 0.076 | 0.0084
log slope of removal at 0.1, 0.6, 1.2 m/s: 0.765, -0.266, -1.163
Preston, full load in contact, 1.2 m/s: 432.0 nm/min
PEAK speed 0.4593 m/s; removal 57.84 nm/min
peak gap 25.66 um; K 0.5847
peak lift per speed 42.47 kPa per m/s
peak shares: contact 0.3498, film 0.6502
peak ratio contact/film 0.5379
peak b 0.0924 1/um; lam*b 0.4621
doubling speed from peak: gap 30.40 um
  contact falls by factor 2.581
  removal 44.82 nm/min, ratio 0.7750
total friction log slope at peak -0.9872
friction minimum 0.00548 at 4.06 m/s
removal at friction minimum 2.905 nm/min
slow contact law: removal ratio 20 to 0.01 m/s 200.3
reversed tilt: log slope at 0.1 m/s 1.248
square plate: lift factor 0.427 at the peak gap
square plate: peak speed 1.081 m/s, removal 135.4 nm/min
tilt 7.5 um: peak speed 0.845 m/s
tilt 30.0 um: peak speed 0.297 m/s
one-pass slurry heating: peak 6.35 K, double speed 2.13 K
  rough inputs: viscosity -2 %/K, activation 0.2 eV
  viscosity drop at peak 11.9 %
  gain in k: peak 1.177, double speed 1.057
roughness in film flow, 1.5(lam/h)^2: 0.057
largest local pressure 42.7 kPa
pad 1.3 mm, 100 MPa: compression 0.56 um
inertia/viscous ratio 1.5e-03
film shear stress at peak 29.7 Pa
tests ok
```
